# Gaussian depth resolution from the damping of a sinusoidal composition profile

**Question**

I am depth profiling a two-component film by Auger spectroscopy while sputtering with argon ions of about 1 keV. The fraction of component B was grown as a sinusoid in depth, with a period of 10 nm, a mean of 0.50 and an amplitude of 0.10. My profile has the right period and mean, but its amplitude is 0.045, which is 45 percent of the true value. I trust that ratio to about $\pm 0.02$.

I want the standard deviation $\sigma$ of the depth resolution, assuming that it is Gaussian. For a blurred Gaussian peak I would subtract the squared widths. Here that gets me nowhere, because the measured sinusoid is no wider than the true one. I am also unsure which ratio to use: the maxima only fall from 0.600 to 0.545, which is a much smaller change than 45 percent suggests. And if I do get a $\sigma$, does it tell me how rough the sputtered surface is?

**Answer**

The information is in the amplitude. Blurring a sinusoid leaves its period alone and reduces its swing, by a factor that depends on $\sigma$ divided by the period. You need that factor, and then its inverse.

**What the blurring does**

Write the true composition as

$$x(z)=x_0+a\cos kz,\qquad k=\frac{2\pi}{\Lambda},$$

with $\Lambda=10$ nm, $x_0=0.50$ and $a=0.10$. The amplitude $a$ is half the peak-to-valley swing. Let $g(u)$ be the weight with which material from depth $z-u$ contributes to the signal recorded at depth $z$. The measured profile is then

$$y(z)=\int_{-\infty}^{\infty} g(u)\,x(z-u)\,du,\qquad g(u)=\frac{1}{\sigma\sqrt{2\pi}}\,e^{-u^2/2\sigma^2}.$$

This assumes that the signal has been converted linearly to composition, that the depth scale is right, and that $g$ is the same at every depth you use. The fitted region must also lie many $\sigma$ from the surface and the substrate, so that the integral sees only the sinusoid.

Since $g$ integrates to one, the constant $x_0$ passes through unchanged. For the rest, use

$$\cos k(z-u)=\cos kz\cos ku+\sin kz\sin ku.$$

The second term contains $\int g(u)\sin ku\,du$, which is zero because $g$ is even and the sine is odd. What remains is

$$y(z)=x_0+a\,C(k)\cos kz,\qquad C(k)=\int_{-\infty}^{\infty} g(u)\cos ku\,du .$$

So the mean, the period and the phase survive, and the amplitude is multiplied by $C(k)$. This settles your question about the ratio: the number to use is

$$m=\frac{0.045}{0.10}=0.45 .$$

The ratio of the maxima, $0.545/0.600$, is dominated by the mean, which is not damped at all.

**The damping factor**

Differentiate $C$ with respect to $k$:

$$\frac{dC}{dk}=-\int_{-\infty}^{\infty} u\,g(u)\sin ku\,du .$$

For a Gaussian, $g'(u)=-u\,g(u)/\sigma^2$, so $u\,g=-\sigma^2g'$. Substitute this and integrate by parts. The boundary term vanishes because $g$ goes to zero at both ends:

$$\frac{dC}{dk}=\sigma^2\int_{-\infty}^{\infty} g'(u)\sin ku\,du=-\sigma^2k\int_{-\infty}^{\infty} g(u)\cos ku\,du=-\sigma^2k\,C .$$

It follows that

$$\frac{d}{dk}\left(C\,e^{k^2\sigma^2/2}\right)=\left(-\sigma^2k\,C+\sigma^2k\,C\right)e^{k^2\sigma^2/2}=0 ,$$

so the bracket on the left is constant. At $k=0$ it equals $C(0)=\int g\,du=1$. Therefore

$$m=C(k)=e^{-k^2\sigma^2/2}=e^{-2\pi^2\sigma^2/\Lambda^2}.$$

For a fixed period this falls steadily from 1 to 0 as $\sigma$ grows, so each $m$ between 0 and 1 belongs to one $\sigma$. Taking the logarithm gives $k^2\sigma^2=2\ln(1/m)$, and the positive root is

$$\boxed{\sigma=\frac{\Lambda}{2\pi}\sqrt{2\ln\frac1m}}$$

**Your numbers**

With $\ln(1/0.45)=0.79851$,

$$\sigma=\frac{10\ \text{nm}}{2\pi}\sqrt{2\times0.79851}=1.5915\ \text{nm}\times1.2637=2.01\ \text{nm}.$$

A numerical check runs the problem forwards. Take a film 80 nm thick with your sinusoid inside it and no component B outside, and blur it with this $\sigma$. A sinusoid fitted between 20 and 60 nm, about $10\sigma$ from either edge, has mean 0.5000 and amplitude 0.0450, as it should.

If you want to compare with a resolution quoted as the distance over which a sharp step rises from 16 to 84 percent, that distance is $1.99\,\sigma$ for a Gaussian, or 4.0 nm here. It must not be put in place of $\sigma$ in the formula above.

**How well the ratio fixes σ**

Differentiate $\sigma^2=2\ln(1/m)/k^2$ at fixed period:

$$2\sigma\,d\sigma=-\frac{2}{k^2m}\,dm .$$

Divide by $2\sigma^2$ and replace $k^2\sigma^2$ by $2\ln(1/m)$:

$$\frac{d\sigma}{\sigma}=-\frac{dm}{2m\ln(1/m)} .$$

The minus sign says that a larger surviving amplitude means a sharper resolution. Your $\pm0.02$ gives

$$|\delta\sigma|=2.011\ \text{nm}\times\frac{0.02}{2\times0.45\times0.7985}=0.06\ \text{nm}.$$

Inverting the ends of the interval directly gives 2.07 nm for $m=0.43$ and 1.96 nm for $m=0.47$, in agreement. An error in the period is separate. Since $\sigma\propto\Lambda$ at fixed $m$, a depth scale that is wrong by 5 percent makes $\sigma$ wrong by 5 percent.

The two extremes show when the method fails. If the period is very long, $m$ is close to 1, $\ln(1/m)\approx1-m$, and the relative error becomes $\delta m/[2(1-m)]$: you are measuring a small loss. If the period is very short, almost no modulation is left, and $m\ln(1/m)$ again tends to zero. For a given absolute error $\delta m$, the relative error of $\sigma$ is smallest where $m\ln(1/m)$ is largest. Its derivative, $\ln(1/m)-1$, vanishes at $m=1/e\approx0.37$. There $k\sigma=\sqrt2$, so the best period is $\Lambda=\sqrt2\,\pi\sigma\approx4.4\,\sigma$, or about 9 nm for your $\sigma$. Your 10 nm film is close to that.

**Is this the surface roughness?**

Not by itself. One amplitude ratio gives one number, and that number cannot show that the response is Gaussian. Two other processes damp the modulation, and neither is symmetric in depth. Ion mixing carries atoms along with the receding surface, so they are still detected after their original depth has passed. Auger electrons escape from below the surface, so deeper material is detected early. A simple model gives each a one-sided exponential response of length $\ell$. It leaves out the deeper atoms that mixing brings to the surface early, which in a fully mixed layer adds a shift of the profile. For mixing,

$$\int_0^\infty\frac{e^{-u/\ell}}{\ell}\,e^{-iku}\,du=\frac{1}{1+ik\ell},$$

whose modulus $1/\sqrt{1+k^2\ell^2}$ multiplies the amplitude. Escape has the mirrored exponential, with the same modulus and the opposite phase. In this model the phases cancel if the two lengths are equal, so an unshifted sinusoid does not prove that the response is Gaussian either.

Take a mixing length $w$ and an escape length $L$ of 1 nm each, as rough values, and treat the two processes as independent, which is an approximation because electrons also escape from within the mixed layer. Then $k\ell=0.628$ for both, and together they keep

$$\frac{1}{1+0.628^2}=0.717$$

of the amplitude. The remaining Gaussian part, which would contain the roughness, must supply the factor $0.45/0.717=0.628$. Putting that into the boxed formula gives $\sigma_g=1.54$ nm. Reading the whole 2.01 nm as roughness would therefore overstate it by about 31 percent for these lengths, and by more if the Gaussian part has other contributions. The figure depends strongly on the lengths assumed: with $w=L=0.5$ nm, $\sigma_g=1.89$ nm and the excess is 6 percent, while $w=2$ nm and $L=1$ nm give $\sigma_g=0.90$ nm.

The width of the complete response is a third quantity. Variances add under convolution, and an exponential of length $\ell$ has variance $\ell^2$, so the standard deviation is

$$\sqrt{\sigma_g^2+w^2+L^2}=\sqrt{1.536^2+1^2+1^2}\ \text{nm}=2.09\ \text{nm}.$$

This is larger than the 2.01 nm inferred from the amplitude. To see why, take $-2\ln m$ for the product of the three factors:

$$k^2\sigma^2=k^2\sigma_g^2+\ln(1+k^2w^2)+\ln(1+k^2L^2).$$

Because $\ln(1+s)<s$ for $s>0$, the right-hand side is less than $k^2(\sigma_g^2+w^2+L^2)$. The two widths agree in the limit of long periods, where $\ln(1+s)\approx s$. So 2.01 nm is best called the equivalent Gaussian width at a period of 10 nm.

A film with another period can test the shape, provided that the sputtering conditions are unchanged. Both descriptions give 0.45 at 10 nm, but they differ elsewhere:

| Period | Pure Gaussian | With both tails |
|---|---|---|
| 5 nm | 0.041 | 0.060 |
| 20 nm | 0.819 | 0.810 |

The differences are 0.019 and 0.009. With your present error of 0.02 in the ratio, neither film would decide the matter. The 5 nm film is the better choice, but its ratio has to be known to a few thousandths, and the 10 nm ratio should be improved as well. Halving the period multiplies the exponent by four, so the Gaussian prediction at 5 nm is the fourth power of the 10 nm ratio, and an error of 0.02 in that ratio shifts the prediction by $4\times0.45^3\times0.02=0.007$. The prediction with tails also scales as the fourth power and shifts by about 0.011, so the two ranges, 0.034 to 0.049 and 0.050 to 0.072, nearly touch.

**Calibration and depth scale**

*Preferential sputtering.* Suppose B sputters $q=1.5$ times as readily as A, again a rough value. In steady state the sputtered atoms must leave in the proportions of the bulk, so the surface fraction $x_s$ obeys

$$\frac{q\,x_s}{1-x_s}=\frac{x}{1-x}\quad\Longrightarrow\quad x_s=\frac{x}{x+q(1-x)} .$$

By the quotient rule, a small change in $x$ is scaled by

$$\frac{dx_s}{dx}=\frac{[x+q(1-x)]-x(1-q)}{[x+q(1-x)]^2}=\frac{q}{[x+q(1-x)]^2}.$$

At $x=0.5$ this is $1.5/1.25^2=0.96$. If your 0.045 were a raw surface composition, and the layer altered by sputtering were much thinner than the period, the blurring alone would have left $0.45/0.96=0.469$, and $\sigma$ would be 1.96 nm. The mean would also read 0.40 in place of 0.50, if the signal came from the altered layer alone. Auger electrons also come from the unaltered material below it: with a 1 nm layer and a 1 nm escape length the raw mean is about 0.44, and for a much thinner layer it approaches 0.50. Your mean is right, which speaks against a wholly uncorrected signal. It does not prove that the slope is right: a single scale factor of 1.25 would restore the mean and leave a slope of $1.25\times0.96=1.20$. The blurring alone would then have left $0.45/1.20=0.375$, and $\sigma$ would be 2.23 nm. Calibration against several uniform films with known compositions near 0.5, sputtered in the same way, corrects the slope as long as the altered layer is much thinner than the period.

*Erosion rate.* The same steady state makes the rate depend on composition. Let $Y$ be the total yield relative to that of pure A. Balance of the two components gives $Y(1-x)=1-x_s$ and $Yx=q\,x_s$. Divide the second equation by $q$ and add the first:

$$\frac1Y=(1-x)+\frac{x}{q}.$$

At equal atomic density, this is proportional to the time spent per unit depth. For your film it varies by a fraction $\varepsilon=0.04$ about its mean, if the unblurred composition sets the rate. Let $\varphi=kz$ be the true phase and $\theta$ the phase assigned by assuming a constant rate. Then $d\theta/d\varphi=1-\varepsilon\cos\varphi$, so $\theta=\varphi-\varepsilon\sin\varphi$, and to first order $\varphi=\theta+\varepsilon\sin\theta$. A signal $\cos(\varphi+\lambda)$, with any phase lag $\lambda$, becomes

$$\cos(\theta+\lambda)-\varepsilon\sin\theta\sin(\theta+\lambda)=\cos(\theta+\lambda)-\frac{\varepsilon}{2}\left[\cos\lambda-\cos(2\theta+\lambda)\right].$$

The first-order correction is a constant and a second harmonic of relative size $\varepsilon/2=0.02$. The fundamental is untouched at this order. Warping the depth scale numerically, with lags of 0, 0.7 and $\pi/2$, lowers the fundamental by at most 0.06 percent, which moves $\sigma$ by about 0.001 nm. If the blurring acts in depth, as assumed here, the heights of the maxima and minima are not changed, because the warp only moves them along the depth axis. If it acts in sputtering time instead, the constant term survives undamped: maxima, minima and mean all fall by about $\varepsilon a/2=0.002$, while half the peak-to-valley swing stays at 0.045. This effect is therefore no obstacle to either way of reading the amplitude. A fitted sinusoid has the advantage of using every data point, which reduces the influence of random noise.

*Averaging over a data point.* If each point averages the signal over a depth $d$, the amplitude is multiplied by

$$\frac1d\int_{-d/2}^{d/2}\cos ks\,ds=\frac{\sin(kd/2)}{kd/2}.$$

For $d=0.5$ nm this is 0.996, and removing it changes $\sigma$ from 2.011 to 2.006 nm.

**What to report**

If you want the Gaussian part alone, the assumption that matters most among those sized here is the shape of the response: with tails of 1 nm, that part drops from 2.0 to 1.5 nm. The standard deviation of the whole response changes much less, from 2.01 to 2.09 nm, which is comparable to the effect of a 5 percent error in the depth scale and smaller than the 0.22 nm that a calibration slope of 1.20 would cause. I have not sized a resolution that worsens with depth. You can look for it by fitting each period separately and seeing whether the amplitude falls towards the substrate. Leave out the first and last periods, because the edges of the film distort them even when the resolution is constant.

I would report an equivalent Gaussian $\sigma=2.01\pm0.06$ nm at a period of 10 nm, where the error covers only the amplitude ratio. The numerical output below gives the values to more digits.

## Numbers as computed

```
Modulation period: 10.0 nm
Wavenumber k: 0.62832 1/nm
Kept amplitude fraction m: 0.45 +/- 0.02
ln(1/m): 0.79851
sqrt(2 ln(1/m)): 1.26373
period/(2 pi): 1.59155 nm
SIGMA from formula: 2.0113 nm
Sigma from root search on integral: 2.0113 nm
Sigma error from m, linear: 0.0560 nm
Sigma at m - error: 2.0678 nm
Sigma at m + error: 1.9558 nm
Step width, 16 to 84 percent: 4.000 nm
Step width / sigma: 1.9889
True mean and amplitude: 0.50, 0.100
Blurred film, fitted mean: 0.50000
Blurred film, fitted amplitude: 0.04500
-- exponential tails --
Mixing, escape lengths: 1.0, 1.0 nm
Amplitude factor of both tails: 0.7170
Amplitude factor left to Gaussian: 0.6277
Sigma of Gaussian part: 1.5361 nm
Standard deviation of whole response: 2.0880 nm
Kept at 5 nm: pure Gaussian 0.0410, with tails 0.0602
Kept at 20 nm: pure Gaussian 0.8190, with tails 0.8101
-- averaging over depth increment --
Increment: 0.5 nm, factor 0.99589
Sigma after correction: 2.0061 nm
-- preferential sputtering, uncalibrated signal --
Yield ratio B/A: 1.5
Surface fraction of B at mean: 0.4000
Amplitude scale, simulated: 0.9603
Amplitude scale, first order: 0.9600
Sigma after correction: 1.9596 nm
-- composition-dependent erosion rate --
Relative dwell-time modulation: 0.0400
Smallest fundamental factor: 0.999399
Largest second harmonic / fundamental: 0.0200
Sigma after correction: 2.0105 nm
```
